# Why the fine-structure constant does not run logarithmically at atomic momenta

## Question

I learned that vacuum polarization makes the fine-structure constant depend on the momentum transfer $Q$ as

$$\alpha(Q)\simeq\alpha\left[1+\frac{\alpha}{3\pi}\ln\frac{Q^2}{m^2}\right],$$

with $m$ the electron mass. The typical momentum in hydrogen is the inverse Bohr radius, $Q=\alpha m$. Inserting it, I find that $\alpha$ should be 0.76% smaller there, so that $1/\alpha\approx138.1$. Yet hydrogen is calculated with $1/\alpha\approx137.036$. Does the coupling really change by almost a percent between the electron mass and atomic momenta? If not, what is the change?

## Answer

It does not. Your formula is the leading logarithm for $Q\gg m$, and you have used it at $Q\ll m$. To see what replaces it, we need the running at every $Q$, which follows from treating the vacuum as a polarizable medium.

I use $\hbar=c=1$ and $\alpha=e^2/4\pi$. The potential energy of an electron near a static unit positive charge, at momentum transfer $Q$, is written $-4\pi\alpha(Q)/Q^2$. This defines $\alpha(Q)$, and $\alpha\equiv\alpha(0)$ is the constant measured at long distance. I keep one electron loop.

### Response of the vacuum

In Dirac's picture, the vacuum has all negative-energy electron states filled. Apply a weak static potential energy $V_Q O$, with $O=e^{i\mathbf Q\cdot\mathbf x}+e^{-i\mathbf Q\cdot\mathbf x}$. A filled state $a$ of energy $-E'$ acquires an admixture of empty states $c$ of energy $+E$:

$$|\delta a\rangle=-\sum_c|c\rangle\frac{V_Q\langle c|O|a\rangle}{E+E'} .$$

Mixing among filled states leaves the total density unchanged. The induced number density has the form $n_QO$, so $n_Q$ is half the change of $\sum_a\langle O\rangle$ per unit volume. That change is $-2V_Q\sum|\langle c|O|a\rangle|^2/(E+E')$. The two exponentials in $O$ contribute equally, which gives another factor 2. Hence $n_Q=\chi V_Q$ with

$$\chi=-2\int\!\frac{d^3p}{(2\pi)^3}\,\frac{M}{E+E'} .$$

Here $E$ and $E'$ belong to momenta $\mathbf p_\pm=\mathbf p\pm\mathbf Q/2$, and $M$ is the squared spinor overlap summed over spins.

The projectors on positive and negative energy are $\frac12(1\pm H/E)$, where $H$ is the free Dirac Hamiltonian and $H^2=E^2$. Since $\mathrm{Tr}\,H=0$ and $\mathrm{Tr}\,H_+H_-=4(\mathbf p_+\!\cdot\mathbf p_-+m^2)$,

$$M=\mathrm{Tr}\left[\tfrac12\Big(1+\frac{H_+}{E}\Big)\tfrac12\Big(1-\frac{H_-}{E'}\Big)\right]=1-\frac{\mathbf p_+\!\cdot\mathbf p_-+m^2}{EE'} .$$

The induced electrons repel the test electron, adding $4\pi\alpha_0n_Q/Q^2$ to its energy, where $\alpha_0$ is the unscreened coupling. The sea responds to the total potential $V$, so

$$V=-\frac{4\pi\alpha_0}{Q^2}-\frac{4\pi\alpha_0|\chi|}{Q^2}V
\quad\Rightarrow\quad
\frac1{\alpha(Q)}=\frac1{\alpha_0}+\frac{4\pi|\chi|}{Q^2}.$$

### Doing the integral

Let $P=|\mathbf p_+|$, $P'=|\mathbf p_-|$, and let $\mu$ be the cosine of the angle between $\mathbf p$ and $\mathbf Q$. Then $P^2+P'^2=2p^2+Q^2/2$ and $P^2-P'^2=2pQ\mu$. The area element of these two combinations is $8p^2Q\,dp\,d\mu$, and also $8PP'dP\,dP'$. With $P\,dP=E\,dE$,

$$d^3p=2\pi p^2dp\,d\mu=\frac{2\pi}{Q}EE'\,dE\,dE'.$$

Because $\mathbf p_+-\mathbf p_-=\mathbf Q$, we have $\mathbf p_+\!\cdot\mathbf p_-=\frac12(E^2+E'^2-Q^2)-m^2$. Therefore

$$EE'M=\tfrac12\left[Q^2-(E-E')^2\right].$$

Set $W=E+E'$ and $w=E-E'$, so $dE\,dE'=\frac12dW\,dw$. Collecting factors,

$$|\chi|=\frac1{8\pi^2Q}\int\frac{dW}{W}\int dw\,(Q^2-w^2).$$

The limits come from $(\mathbf p_+\!\cdot\mathbf p_-)^2\le P^2P'^2$. Insert the expression for $\mathbf p_+\!\cdot\mathbf p_-$ and $P^2P'^2=(E^2-m^2)(E'^2-m^2)$, and use $(E^2+E'^2)^2-4E^2E'^2=W^2w^2$. Multiplying by 4 and collecting terms gives

$$(W^2-Q^2)(w^2-Q^2)+4m^2Q^2\le0 .$$

Define $s=W^2-Q^2$, which is positive because $W>P+P'\ge Q$. The condition becomes $|w|\le Q\beta$ with $\beta=\sqrt{1-4m^2/s}$, so $s\ge4m^2$. This is the pair gap: $s$ is the squared invariant mass of an electron–positron pair.

The $w$ integral is $2Q^3(\beta-\beta^3/3)$, and $dW/W=ds/[2(s+Q^2)]$. Thus

$$\frac{4\pi|\chi|}{Q^2}=\frac1{6\pi}\int_{4m^2}^{\infty}ds\,\frac{\beta(3-\beta^2)}{s+Q^2}.$$

This diverges logarithmically at large $s$, but the divergent part is independent of $Q$. Subtracting the same relation at $Q=0$ removes $\alpha_0$ in favour of the measured $\alpha$. The way of cutting off the integral does not matter for the difference: $s=4p^2+4m^2-w^2$ with $w^2\le Q^2$, so cutoffs in $p$ and in $s$ differ by a relative shell width of order $Q^2/p^2$, which vanishes. The result is

$$\frac1{\alpha(Q)}=\frac1\alpha-D(Q),\qquad
D=\frac{Q^2}{6\pi}\int_{4m^2}^{\infty}ds\,\frac{\beta(3-\beta^2)}{s(s+Q^2)} .$$

Now use $\beta$ as variable. From $1/s=(1-\beta^2)/4m^2$ follow $ds/s^2=\beta\,d\beta/2m^2$ and $s/(s+Q^2)=4m^2/[4m^2+Q^2(1-\beta^2)]$, so

$$D=\frac{Q^2}{3\pi}\int_0^1d\beta\,\frac{\beta^2(3-\beta^2)}{4m^2+Q^2(1-\beta^2)} .$$

### Below the electron mass: a power

The denominator lies between $4m^2$ and $4m^2+Q^2$, and $\int_0^1\beta^2(3-\beta^2)d\beta=1-\frac15=\frac45$. Hence, within this one-loop result,

$$\frac{Q^2}{15\pi m^2}\,\frac1{1+Q^2/4m^2}\le D\le\frac{Q^2}{15\pi m^2}.$$

For $Q^2\ll4m^2$ the two bounds meet. The relative change of the coupling is $\alpha(Q)/\alpha-1=\alpha D/(1-\alpha D)$, so to leading order

$$\boxed{\frac{\alpha(Q)-\alpha}{\alpha}\simeq\frac{\alpha Q^2}{15\pi m^2}}$$

To find the first correction, expand the denominator once more. Since $\int_0^1\beta^2(3-\beta^2)(1-\beta^2)d\beta=1-\frac45+\frac17=\frac{12}{35}$, the leading term is multiplied by $1-\frac14\cdot\frac{12/35}{4/5}\frac{Q^2}{m^2}=1-\frac{3Q^2}{28m^2}$.

### Above the electron mass: your logarithm

Let $c^2=1+4m^2/Q^2$. Polynomial division gives

$$\frac{\beta^2(3-\beta^2)}{c^2-\beta^2}=\beta^2+c^2-3+\frac{c^2(3-c^2)}{c^2-\beta^2},$$

and integration gives

$$D=\frac1{3\pi}\left[c^2-\frac83+c(3-c^2)\,\mathrm{artanh}\frac1c\right].$$

For $Q\gg m$, $c-1\simeq2m^2/Q^2$ and $\mathrm{artanh}(1/c)=\frac12\ln\frac{c+1}{c-1}\simeq\frac12\ln(Q^2/m^2)$. Therefore

$$D\simeq\frac1{3\pi}\left[\ln\frac{Q^2}{m^2}-\frac53\right].$$

Your formula keeps the logarithm but not the constant $-\frac53$. Without the constant, $D$ comes out 22% too large at $Q=100m$, and this relative error falls only slowly, as the inverse of the logarithm.

The integral over $s$ shows where the logarithm comes from. If $Q^2\gg4m^2$, there is a wide range $4m^2\ll s\ll Q^2$ in which the integrand, including the prefactor $Q^2$, behaves as $ds/s$. If $Q^2\ll4m^2$, that range does not exist: every pair mass exceeds $Q$, and the integrand is proportional to $Q^2$ throughout.

The table compares the full $D$ with its two limits.

| $Q/m$ | full $D$ | quadratic | logarithmic |
|---|---|---|---|
| $\alpha\approx0.007297$ | $1.130\times10^{-6}$ | $1.130\times10^{-6}$ | $-1.22$ |
| 0.1 | $2.120\times10^{-4}$ | $2.122\times10^{-4}$ | $-0.665$ |
| 1 | 0.0192 | 0.0212 | $-0.177$ |
| 10 | 0.318 | 2.12 | 0.312 |
| 100 | 0.8005 | 212 | 0.8004 |

At $Q=m$ the quadratic term is about 10% above the full value, while the logarithmic limit still has the wrong sign. It turns positive at $Q=e^{5/6}m\approx2.3m$. The true $D$ is positive for every $Q>0$, as its integrand shows: $\alpha(Q)$ is larger than $\alpha(0)$, never smaller, as long as $\alpha D<1$.

### The number at the inverse Bohr radius

Here $Q=\alpha m$, or 3.73 keV, and $Q^2/m^2=\alpha^2=5.325\times10^{-5}$. Then

$$D=\frac{5.325\times10^{-5}}{15\pi}=1.130\times10^{-6},\qquad
\frac{\Delta\alpha}{\alpha}=\alpha D=\frac{\alpha^3}{15\pi}=8.25\times10^{-9}.$$

This is the one-loop relative change from $Q=0$ to $Q=\alpha m$; the absolute change of $\alpha$ is $6.0\times10^{-11}$. Between $Q=\alpha m$ and $Q=m$, the interval you asked about, the table gives a relative increase of about $\alpha\,[D(m)-D(\alpha m)]\approx1.4\times10^{-4}$, far below a percent. The comparison with your extrapolation depends on the reference point. Relative to $Q=0$, where $\alpha$ is measured, the inverse coupling at $Q=\alpha m$ is lower by $1.13\times10^{-6}$, whereas your extrapolation, taken to first order as $-\ln(\alpha^2)/3\pi$, makes it higher by 1.04. That is too large by a factor of about $9\times10^5$, and has the opposite sign. Relative to $Q=m$, where your logarithm vanishes, the inverse coupling at $Q=\alpha m$ is indeed higher, but by $D(m)-D(\alpha m)\approx0.019$ instead of 1.04, so the extrapolation is too large by a factor of about 54.

The local rate of running tells the same story. At small $Q$, $dD/d\ln Q^2=Q^2/15\pi m^2$, which is a fraction $Q^2/5m^2$ of the high-momentum rate $1/3\pi$. At the inverse Bohr radius this fraction is $1.07\times10^{-5}$.

Two-loop terms, of relative order $\alpha/\pi$, are omitted. So are heavier charged particles. The small-$Q$ formula shows that a muon loop is suppressed by the squared mass ratio, $2.3\times10^{-5}$ relative to the electron loop. The table describes the electron loop alone. At $Q=100m$, about half the muon mass, a muon loop would already raise $D$ from 0.8005 to 0.8053, and at higher $Q$ heavier particles matter more.

### What hydrogen feels

The small change has a definite effect. To leading order the extra interaction is

$$\delta V(Q)=-\frac{4\pi}{Q^2}\,\frac{\alpha^2Q^2}{15\pi m^2}=-\frac{4\alpha^2}{15m^2}.$$

The factor $Q^2$ has cancelled the Coulomb denominator. A constant in momentum space is a contact potential, $-(4\alpha^2/15m^2)\,\delta^3(\mathbf r)$. For an infinitely heavy point nucleus and nonrelativistic wavefunctions, the 1s and 2s states have $|\psi(0)|^2=(\alpha m)^3/\pi n^3$, so

$$\delta E_n=-\frac{4\alpha^5m}{15\pi n^3},$$

which is $-217.0$ MHz for 1s and $-27.1$ MHz for 2s. Using the full $D(Q)$ in the first-order energy gives $-215.1$ and $-26.9$ MHz. The magnitudes are about 0.9% smaller because $D$ lies below its quadratic form at large $Q$. These are one-loop vacuum-polarization contributions, not complete level corrections. The omitted two-loop polarization is also just under 1% of the shift and acts in the opposite direction to this reduction, so the full one-loop value is not closer to the total vacuum-polarization shift than the contact value.

### What the false logarithm would do

Could a percent-level change simply be absorbed in the value of $\alpha$? A constant change could, but a logarithm acts differently on different levels. Let $\varepsilon(Q)=(\alpha/3\pi)\ln(Q^2/m^2)$ multiply the Coulomb interaction as a small correction. With $F_n(Q)$ the Fourier transform of $|\psi_n|^2$,

$$\delta E_n=-\frac{2\alpha}{\pi}\int_0^\infty dQ\,F_n(Q)\,\varepsilon(Q).$$

For $\varepsilon=1$ this is the mean Coulomb energy, equal to $2E_n$ by the virial theorem. Hence $\delta E_n/E_n=2\langle\varepsilon\rangle_n$, where the average has weight $F_n$. With $k=Q/\alpha m$, all constants cancel in the ratio of levels:

$$\frac{\delta(E_1/E_2)}{E_1/E_2}=\frac{4\alpha}{3\pi}\Big[\langle\ln k\rangle_1-\langle\ln k\rangle_2\Big].$$

In Bohr units the transform of $e^{-\kappa r}$ is $8\pi\kappa/(\kappa^2+k^2)^2$, and each factor $r$ is generated by $-d/d\kappa$. Applied to $|\psi_1|^2=e^{-2r}/\pi$ and $|\psi_2|^2=(1-r+r^2/4)e^{-r}/8\pi$, this gives

$$F_1=\frac1{(1+k^2/4)^2},\qquad F_2=\frac2{u^2}-\frac7{u^3}+\frac6{u^4},\quad u=1+k^2.$$

Define $I_j=\int_0^\infty dk\,u^{-j}$ and $J_j=\int_0^\infty dk\,u^{-j}\ln k$. Integrating the derivatives of $k\,u^{-j}$ and $k\,u^{-j}\ln k$ from 0 to $\infty$ gives

$$I_{j+1}=\frac{2j-1}{2j}I_j,\qquad J_{j+1}=\frac{(2j-1)J_j-I_j}{2j}.$$

Start from $I_1=\pi/2$ and $J_1=0$, the latter by $k\to1/k$. Then $I_{2,3,4}=\frac\pi4,\frac{3\pi}{16},\frac{5\pi}{32}$ and $J_{2,3,4}=-\frac\pi4,-\frac\pi4,-\frac{23\pi}{96}$. For 1s, substituting $k=2x$ gives $\langle\ln k\rangle_1=\ln2+J_2/I_2=\ln2-1$. For 2s,

$$\langle\ln k\rangle_2=\frac{2J_2-7J_3+6J_4}{2I_2-7I_3+6I_4}=\frac{-3\pi/16}{\pi/8}=-\frac32 .$$

The ratio would therefore change by $(4\alpha/3\pi)(\frac12+\ln2)=3.7\times10^{-3}$, from 4 to 4.015. Redefining $\alpha$ cannot hide this, and hydrogen's spectrum follows the $1/n^2$ pattern much more closely than that. The true contact term gives $\delta E_n/E_n=8\alpha^3/15\pi n$, so it changes the ratio by only $4\alpha^3/15\pi=3.3\times10^{-8}$.

The response formula was tested by diagonalizing a small perturbed Dirac sea, and the difference $D(3m)-D(m)$ by direct integration over sea momenta; the values are in the numerical output below.

## Numbers as computed

```
alpha(0) = 0.007297353
1/alpha(0) = 137.035999
electron rest energy = 510.999 keV
inverse Bohr radius, Q = alpha m = 3.7289 keV
(Q/m)^2 there = 5.3251e-05
true relative change of alpha there = 8.2462e-09
quadratic formula alpha^3/(15 pi) = 8.2462e-09
true absolute change of alpha there = 6.018e-11
true change of 1/alpha there = -1.1300e-06
false-log relative change alpha*D = -7.6192e-03
false-log change of 1/alpha = 1.0441
false-log 1/alpha there = 138.080
size ratio false/true = 9.24e+05
muon loop / electron loop at small Q = 2.339e-05
Table: Q/m, D full, D quadratic, D log limit, fraction of log rate
  0.00730 1.1300e-06 1.1300e-06 -1.2209e+00 1.0650e-05
  0.10000 2.1198e-04 2.1221e-04 -6.6546e-01 1.9957e-03
  1.00000 1.9235e-02 2.1221e-02 -1.7684e-01 1.6491e-01
 10.00000 3.1783e-01 2.1221e+00 +3.1178e-01 9.4544e-01
100.00000 8.0047e-01 2.1221e+02 +8.0041e-01 9.9940e-01
log limit changes sign at Q/m = 2.301
sea integral D(3m)-D(m) = 0.0880820
closed form D(3m)-D(m) = 0.0880820
sea response, diagonalization = -0.4187962 (units 1/m)
sea response, formula = -0.4187962 (units 1/m)
1s shift, contact formula = -217.03 MHz
1s shift, full running = -215.10 MHz
2s shift, contact formula = -27.13 MHz
2s shift, full running = -26.89 MHz
1s shift / 1s energy = 6.538e-08
mean ln(Q a0), 1s = -0.30685
mean ln(Q a0), 2s = -1.50000
relative change of E1/E2, false log = 3.695e-03
E1/E2 with false log = 4.0148
relative change of E1/E2, true running = 3.269e-08
```
